# Resistivity from a Flat Optical Phonon Branch in a Metallic Compound

A resistivity calculation for a compound conductor reaches a point where the electron–phonon coupling and the optical phonon energy are known, and one must decide whether a closed formula is enough or the full Boltzmann equation has to be solved. For one flat optical branch the formula needs a phonon energy, a transport coupling and the plasma frequency of the carriers. The derivation below gives that formula with its two limits, and then compares it with the full solution. The answer depends on temperature and on how much elastic scattering is present.

## Model and collision rates

The branch has energy $\hbar\omega_0$ at every wavevector, and its phonons stay in equilibrium, with occupation $N=1/(e^z-1)$ and $z=\hbar\omega_0/kT$. The Fermi surface has cubic symmetry and may have several sheets; $k$ then includes the band index. The density of states and the velocities are taken as constant over energies of order $\hbar\omega_0$ and $kT$ about the chemical potential $\mu$. The electron charge is $-e$, spin is conserved, and sums over $k$ run over one spin.

Let $g_{kk'}$ be the matrix element for one-phonon scattering, with $|g_{kk'}|^2=|g_{k'k}|^2$. The golden rule gives

$$W_{kk'}=\frac{2\pi}{\hbar}|g_{kk'}|^2\left[N\delta(\varepsilon'-\varepsilon-\hbar\omega_0)+(N+1)\delta(\varepsilon'-\varepsilon+\hbar\omega_0)\right].\tag{1}$$

The first term is absorption, the second emission. With $f$ the Fermi function, define the equilibrium flow

$$P_{kk'}=f_k(1-f_{k'})W_{kk'}.\tag{2}$$

It is symmetric. For $\varepsilon'=\varepsilon+\hbar\omega_0$ the statistical factors obey $f_k(1-f_{k'})/[f_{k'}(1-f_k)]=e^z$, because $f/(1-f)=e^{-(\varepsilon-\mu)/kT}$. The reverse process is an emission, and $(N+1)/N=e^z$ as well, so the two flows are equal.

## Linear Boltzmann equation

In a field $E$ along $x$, write the occupation as $f+(-f')\Phi_k$, where $f'=\partial f/\partial\varepsilon$ and $-f'=f(1-f)/kT$. Let $F$ denote the full occupation and $R=F/(1-F)$. The collision term is

$$\sum_{k'}(1-F_k)(1-F_{k'})\left[R_{k'}W_{k'k}-R_kW_{kk'}\right].\tag{3}$$

The bracket vanishes in equilibrium, so at first order only $R$ need be varied. Since $\delta R/R=\delta F/[f(1-f)]=\Phi/kT$, (3) becomes $-(1/kT)\sum_{k'}P_{kk'}(\Phi_k-\Phi_{k'})$.

The force is $-eE$, so the field changes the occupation at the rate $(eE/\hbar)\,\partial f/\partial k_x=-eEv_x(-f')$. In the steady state the two rates add to zero. Setting $\Phi=-eE\psi$ removes the field:

$$X_k\equiv v_x(-f')=(L\psi)_k,\qquad (L\psi)_k=\frac1{kT}\sum_{k'}P_{kk'}(\psi_k-\psi_{k'}).\tag{4}$$

The current density, with a factor 2 for spin, is $(-e)(2/V)\sum_kv_x(-f')\Phi_k$. The two minus signs cancel, and with $\langle a,b\rangle=\sum_ka_kb_k$ the conductivity is

$$\sigma=\frac{2e^2}{V}\langle X,\psi\rangle=\frac{2e^2}{V}\langle\psi,L\psi\rangle.\tag{5}$$

## The variational bound

Because $P$ is symmetric, exchanging $k$ and $k'$ and averaging the two forms gives

$$\langle\phi,L\chi\rangle=\frac1{2kT}\sum_{kk'}P_{kk'}(\phi_k-\phi_{k'})(\chi_k-\chi_{k'}).\tag{6}$$

This form is symmetric and non-negative for $\chi=\phi$, so the Cauchy–Schwarz inequality applies. With $L\psi=X$,

$$\langle\phi,X\rangle^2=\langle\phi,L\psi\rangle^2\le\langle\phi,L\phi\rangle\langle\psi,L\psi\rangle.$$

Solving for the last factor and using (5) gives, for any trial function with $\langle\phi,X\rangle\ne0$,

$$\rho\le\frac{V}{2e^2}\frac{\langle\phi,L\phi\rangle}{\langle\phi,X\rangle^2}.\tag{7}$$

The lowest-order choice is $\phi=v_x$. For energy-independent relaxation on a sphere it has the form of the true solution; otherwise it gives an upper bound.

## Evaluation for the flat branch

Let $N_F$ be the total density of states for one spin. Single brackets denote a Fermi-surface average, double brackets an average over two independent points on it. The integral of $-f'$ is one, so $\langle v_x,X\rangle=N_F\langle v_x^2\rangle$. Define

$$\lambda=\frac{2N_F}{\hbar\omega_0}\langle\langle|g|^2\rangle\rangle,\qquad
\lambda_{\rm tr}=\frac{2N_F}{\hbar\omega_0}\frac{\langle\langle|g|^2(v_x-v_x')^2\rangle\rangle}{2\langle v_x^2\rangle}.\tag{8}$$

The energy integrals follow from the identity

$$f(\varepsilon)[1-f(\varepsilon+w)]=\frac{f(\varepsilon)-f(\varepsilon+w)}{1-e^{-w/kT}},\tag{9}$$

which is checked by putting both sides over the common denominator of the two Fermi functions. The integral of $f(\varepsilon)-f(\varepsilon+w)$ is $w$. For $w=\hbar\omega_0$ the result is $\hbar\omega_0(N+1)$; for $w=-\hbar\omega_0$ it is $\hbar\omega_0N$. Weighting them with the factors $N$ and $N+1$ of (1) gives $2\hbar\omega_0N(N+1)$. Therefore

$$\langle v_x,Lv_x\rangle=\frac1{2kT}\frac{2\pi}{\hbar}N_F^2\langle\langle|g|^2(v_x-v_x')^2\rangle\rangle\,2\hbar\omega_0N(N+1).$$

By (8) the double average is $\lambda_{\rm tr}\hbar\omega_0\langle v_x^2\rangle/N_F$, so

$$\langle v_x,Lv_x\rangle=N_F\langle v_x^2\rangle\frac{2\pi\lambda_{\rm tr}}{\hbar}\frac{(\hbar\omega_0)^2}{kT}N(N+1).\tag{10}$$

Now $N(N+1)=e^z/(e^z-1)^2=1/[4\sinh^2(z/2)]$. With $\varepsilon_0\omega_p^2=2e^2N_F\langle v_x^2\rangle/V$, (7) and (10) give

$$\boxed{\rho_{\rm var}=\frac{1}{\varepsilon_0\omega_p^2}\frac{2\pi\lambda_{\rm tr}kT}{\hbar}\left[\frac{z/2}{\sinh(z/2)}\right]^2}\tag{11}$$

For a parabolic band $N_F/V=3n/(4E_F)$ and $\langle v_x^2\rangle=2E_F/(3m)$, so $\varepsilon_0\omega_p^2=ne^2/m$.

## The two limits

For small $y$, $(y/\sinh y)^2=1-y^2/3+\dots$. With $y=z/2$,

$$\rho_{\rm var}\simeq\frac{2\pi\lambda_{\rm tr}kT}{\hbar\varepsilon_0\omega_p^2}\left(1-\frac{z^2}{12}\right)\qquad(z\ll1).\tag{12}$$

The linear law reflects the number of thermal phonons, $N\simeq kT/\hbar\omega_0$. For large $z$, $\sinh^2(z/2)\simeq e^z/4$, the bracket in (11) tends to $z^2e^{-z}$, and

$$\rho_{\rm var}\simeq\frac{2\pi\lambda_{\rm tr}\omega_0}{\varepsilon_0\omega_p^2}\,z\,e^{-z}\qquad(z\gg1).\tag{13}$$

Both processes are frozen out. Absorption needs a thermal phonon; emission needs an electron about $\hbar\omega_0$ above an empty state, and at low temperature that is equally rare.

In the variational form the slope of an Arrhenius plot is not quite the phonon energy. With $\beta=1/kT$, (11) varies as $\beta/\sinh^2(\beta\hbar\omega_0/2)$, so

$$-\frac{d\ln\rho_{\rm var}}{d\beta}=\hbar\omega_0\coth\frac z2-kT.\tag{14}$$

The term $-kT$ comes from the prefactor $z$ in (13), which has to be compared with the full solution.

## Full solution on a spherical Fermi surface

Let $|g|^2$ depend on the scattering angle $\theta$ alone, and let $c$ be the mean of $\cos\theta$ weighted by $|g|^2$. Averaging over directions replaces $v_x^2$ by $v_F^2/3$ and $v_xv_x'$ by $v_F^2\cos\theta/3$, so $\lambda_{\rm tr}=\lambda(1-c)$.

Put $x=(\varepsilon-\mu)/kT$ and divide (4) by $-f'$. The rate from $k$ to $k'$ then carries the factor $(1-f_{k'})/(1-f_k)$. For absorption and emission the thermal weights are

$$A=N\frac{1-f(x+z)}{1-f(x)}=N+f(x+z),$$

$$B=(N+1)\frac{1-f(x-z)}{1-f(x)}=N+1-f(x-z).\tag{15}$$

The first equality follows on inserting the exponentials, since both sides equal $e^z(e^x+1)/[(e^z-1)(e^{x+z}+1)]$. The second follows from it by $z\to-z$, which turns $N$ into $-(N+1)$. The common prefactor is $(2\pi/\hbar)N_F\langle\langle|g|^2\rangle\rangle=\pi\lambda\omega_0$. Writing the solution of (4) as $v_x\psi(x)/(\pi\lambda\omega_0)$, and adding an energy-independent elastic transport rate $\gamma$ in the same unit, gives

$$(A+B+\gamma)\psi(x)-c\left[A\psi(x+z)+B\psi(x-z)\right]=1.\tag{16}$$

Energies couple in ladders of spacing $\hbar\omega_0$, so (16) is a tridiagonal system for each starting energy. Let $\overline{\psi}=\int f(1-f)\psi\,dx$; the weight integrates to one. The total rate is $1/\overline\psi$ in units of $\pi\lambda\omega_0$. In that unit (11) is

$$r_{\rm var}=\frac{(1-c)z}{2\sinh^2(z/2)}.\tag{17}$$

At high temperature $A\simeq B\simeq1/z$ at leading order, whatever the energy. A constant $\psi$ solves (16), and for $\gamma=0$ the rate is $2(1-c)/z$, as in (17). In this model the linear limit is thus the limit of the full solution too. On an anisotropic Fermi surface $\psi$ can vary from point to point differently from $v_x$, and then (11) is only an upper bound even at high temperature.

**Clean metal at low temperature.** Take $\gamma=0$, $z\gg1$ and $|x|$ of order one. From (15),

$$A+B\simeq e^{-z}(2+e^x+e^{-x})=2e^{-z}(1+\cosh x).$$

These electrons scatter rarely, so $\psi(x)$ is of order $e^z$. An electron at $x+z$ can emit at a rate of order one and return to $x$. In its equation the absorption terms carry the factor $A(x+z)\simeq e^{-z}$, so they are at most of order one, like the right-hand side. Thus $B(x+z)[\psi(x+z)-c\psi(x)]$ is of order one, and $\psi(x+z)\simeq c\psi(x)$ up to terms of order one. The same holds for a hole state at $x-z$. Equation (16) reduces to

$$2e^{-z}(1-c^2)(1+\cosh x)\psi(x)=1.$$

Since $f(1-f)=1/[2(1+\cosh x)]$,

$$\overline\psi=\frac{e^z}{4(1-c^2)}\int_{-\infty}^{\infty}\frac{dx}{(1+\cosh x)^2}=\frac{e^z}{6(1-c^2)}.\tag{18}$$

The integral is $2/3$: with $1+\cosh x=2\cosh^2(x/2)$ and $u=x/2$ it becomes $\tfrac12\int{\rm sech}^4u\,du$, and the last integral is $4/3$. The rate and its ratio to the variational one are

$$r\simeq6(1-c^2)e^{-z},\qquad\frac{r_{\rm var}}r\simeq\frac{z}{3(1+c)}.\tag{19}$$

The exponential in (13) is therefore right, but in a clean metal its factor $z$ is a product of the trial function. The variational form averages the scattering rate itself, and for $c=0$ the integrand $f(1-f)(A+B)$ stays near $e^{-z}$ over the whole range $|x|<z$. Its width $2z$ supplies the factor. The true distribution is less displaced at energies that relax quickly, and so avoids most of this cost.

**With elastic scattering.** Let $c=0$, $\gamma\gg e^{-z}$ and $S=A+B$. Then $\psi=1/(\gamma+S)$. The phonons change $\overline\psi$ little, and expanding $1/\overline\psi$ to first order in that change gives the added rate

$$\frac1{\overline\psi}-\gamma\simeq\int f(1-f)\frac{\gamma S}{\gamma+S}\,dx.$$

For $x$ of order one the integrand is $e^{-z}$, as just found. For larger positive $x$ put $y=x-z$, so that $f(1-f)\simeq e^{-z-y}$ and $S\simeq1/(1+e^{-y})$. The integrand becomes $e^{-z}/[1+(1+1/\gamma)e^y]$, which also joins smoothly to $e^{-z}$ at small $x$. Integrating from $y=-z$ and doubling for negative $x$,

$$\frac1{\overline\psi}-\gamma\simeq2e^{-z}\left[z-\ln\left(1+\frac1\gamma\right)\right].\tag{20}$$

When $z$ greatly exceeds the logarithm, this is the variational $2ze^{-z}$. Elastic scattering holds $\psi$ nearly constant over most of the range $|x|<z$, as the trial function assumes, and so restores the factor $z$.

## Worked example

The parameters are round values in the rough regime of ordered transition-metal aluminides considered for on-chip interconnects. There the light Al sublattice supports a high and fairly flat optical branch. No particular compound is computed. Take $n=2.8\times10^{22}$ cm$^{-3}$, $m=1.5\,m_e$, $\hbar\omega_0=35$ meV, $\lambda=0.15$ and $c=0.2$, so $\lambda_{\rm tr}=0.12$.

The Drude factor is $m/(ne^2)=1.90\times10^{-21}$ $\Omega$ m s and $\pi\lambda\omega_0=2.51\times10^{13}$ s$^{-1}$. Their product, the resistivity for unit rate, is 4.764 $\mu\Omega$ cm before rounding of the factors. At 300 K, $z=406.2/300=1.354$. The linear law gives $4.764\times2(0.8)/1.354=5.63$ $\mu\Omega$ cm, and the thermal factor in (11) is 0.860, so

$$\rho_{\rm var}=5.63\times0.860=4.84\ \mu\Omega\,{\rm cm}=48.4\ {\rm n}\Omega\,{\rm m}.$$

The optical part of the resistivity, in $\mu\Omega$ cm, for a clean metal is:

| $T$ (K) | Variational | Full | Ratio |
|---|---|---|---|
| 30 | $1.36\times10^{-4}$ | $3.62\times10^{-5}$ | 3.76 |
| 77 | 0.208 | 0.134 | 1.55 |
| 300 | 4.84 | 4.78 | 1.013 |
| 378 | 6.45 | 6.41 | 1.006 |

At 30 K, (19) predicts a ratio of $13.54/(3\times1.2)=3.76$, as the numerical solution of (16) gives. The apparent activation energy is 32.4 meV for the variational form, which is $35-kT$ by (14), and 35.0 meV for the full clean solution. At 77 K the activated law (13) is within about 1% of (11), but both lie well above the full clean result. Agreement between a formula and its own limit says nothing about the error of the trial function.

The linear law exceeds (11) by 16% at 300 K. Its excess falls to 5% of the linear value at 516 K, well above the phonon temperature of 406 K.

With a residual resistivity of 3.0 $\mu\Omega$ cm, $\gamma=3.0/4.76=0.63$. The variational value then exceeds the full added part by factors of 1.06, 1.12 and 1.009 at 30, 77 and 300 K. The order is not monotonic. For $c=0$ the ratio tends to one at both ends, by (20) and by the constant-$\psi$ argument, and being at least one it has a maximum between; the values here, for $c=0.2$, fit that pattern.

## What the model leaves out

Quadratic forms (6) for independent scattering processes add, so (11) can be summed over other phonons. A rough Debye acoustic branch with cutoff 25 meV and coupling 0.10, whose transport spectrum rises as the fourth power of frequency, gives 0.025 $\mu\Omega$ cm at 30 K in the same variational form, some 180 times the variational optical part. The two variational values are equal at 219 K, and at 300 K the acoustic part is 4.46 $\mu\Omega$ cm. For these parameters the large relative error at 30 K thus concerns a negligible part of the total. The factor 3.76 itself applies to the optical branch acting alone; acoustic scattering also reshapes the electron distribution. If the Debye cutoff corresponds to backscattering across the Fermi sphere, the factor for the added optical part falls to about 2.5. The variational acoustic value is itself an upper bound, about 30% above the full solution at 30 K in that model.

Spreading the coupling $\lambda_{\rm tr}$ evenly over phonon energies of 30–40 meV, with its total fixed, multiplies the variational optical part by 1.50 at 30 K, because the softest modes are the most populated, but changes it by less than 0.1% at 300 K. In the full clean solution the factor at 30 K is larger, about 1.6. The variation of a parabolic band with energy shifts the variational 300 K result by about $2\times10^{-4}$ of its value.

Phonon drag is less certain. The golden rule for a phonon exciting electrons of both spins gives a mean energy width $2\pi N_{\rm cell}\lambda(\hbar\omega_0)^2$, where $N_{\rm cell}=0.225$ eV$^{-1}$ is the density of states per spin in a cell of 0.024 nm$^3$. This is 0.26 meV, or 0.13 meV from each spin; if the same coupling were shared among several optical branches, each would be broadened proportionally less. Against a rough anharmonic width of 1 meV, about a fifth of the phonon decay returns to the electrons. In this free-electron model drag should lower the optical part by a smaller fraction than that. The main reason is umklapp: $2k_F=18.8$ nm$^{-1}$ reaches well beyond the zone boundary of a simple cubic cell of this volume, at 10.9 nm$^{-1}$, so many of the large transfers that matter most for resistance pass momentum to the lattice. A variational estimate for that cell gives a reduction of a few per cent. The coupled equations are not solved here.

In a real interconnect the assumption that fails most clearly is that of an unbounded crystal. The optical, acoustic and residual parts add to 12.3 $\mu\Omega$ cm at 300 K, with a mean free path of 11 nm. If surfaces and grain boundaries in a 20 nm line randomise the velocity at the rough rate $v_F/d$, they add $mv_F/(ne^2d)=6.9$ $\mu\Omega$ cm, more than the optical branch. The assumed residual value suits a well-ordered sample; disordered thin films can lie well above it. At 2 MA/cm$^2$ the energy gained from the field over one mean free path is about $10^{-3}kT$, so linear response is safe. For this line at 300 K, with carrier density, mass and the other scattering rates held fixed, removing the optical coupling altogether would lower the estimated total of 19.2 $\mu\Omega$ cm by about a quarter.

For the decision posed at the start, the closed formula suffices here at 300 K and above: its trial-function error of about 1% is far below the uncertainty from boundaries. That figure belongs to one spherical sheet and a 35 meV phonon. At 300 K the error rises to 11% for a 70 meV phonon. For two uncoupled sheets of equal weight whose couplings differ by a factor of two it is about 14% of the optical part when that part acts alone. When the low-temperature optical part of a clean sample is itself the quantity of interest, the full Boltzmann equation is needed, with acoustic scattering included alongside the optical terms of (16).

## Table of computed values

```
carrier density: 2.80e+22 cm^-3; mass: 1.5 m_e
Fermi energy: 2.242 eV; plasma energy: 5.073 eV
Fermi velocity: 7.250e+05 m/s; k_F: 9.394 nm^-1
optical phonon: 35.0 meV = 406.2 K
lambda: 0.15; mean cosine c: 0.2; lambda_tr: 0.120
resistivity for unit rate pi*lambda*omega0: 4.7637 uOhm cm
Optical part, resistivities in uOhm cm
T = 30 K: z = 13.5386, thermal factor = 2.4177e-04
  variational 1.3611e-04, full clean 3.6192e-05, ratio 3.7609
  activated law 1.3611e-04, linear law 5.6298e-01
T = 77 K: z = 5.2748, thermal factor = 1.4390e-01
  variational 2.0793e-01, full clean 1.3375e-01, ratio 1.5547
  activated law 2.0581e-01, linear law 1.4450e+00
T = 300 K: z = 1.3539, thermal factor = 8.6030e-01
  variational 4.8433e+00, full clean 4.7799e+00, ratio 1.0133
  activated law 2.6648e+00, linear law 5.6298e+00
T = 378 K: z = 1.0745, thermal factor = 9.0910e-01
  variational 6.4487e+00, full clean 6.4109e+00, ratio 1.0059
  activated law 2.7965e+00, linear law 7.0935e+00
low-T estimate of ratio z/(3(1+c)) at 30 K: 3.7607
apparent activation energy at 30 K, variational: 32.415 meV
apparent activation energy at 30 K, full clean: 34.999 meV
linear law is 5 % of itself too high at: 516.4 K
Neglected: residual 3.0 uOhm cm, elastic rate gamma = 0.6298
  30 K: full added part 1.2847e-04 uOhm cm, variational/full 1.0595
  77 K: full added part 1.8636e-01 uOhm cm, variational/full 1.1157
  300 K: full added part 4.8007e+00 uOhm cm, variational/full 1.0089
Neglected: acoustic branch, lambda_ac 0.1, Debye 25.0 meV
  30 K: acoustic 2.4624e-02 uOhm cm
  77 K: acoustic 5.9966e-01 uOhm cm
  300 K: acoustic 4.4560e+00 uOhm cm
  378 K: acoustic 5.7220e+00 uOhm cm
optical part equals acoustic part at: 219.4 K
Neglected: optical dispersion, half width 5.0 meV
  30 K: dispersive/flat resistivity 1.5043
  77 K: dispersive/flat resistivity 1.0318
  300 K: dispersive/flat resistivity 0.9993
finite-band relative change at 300 K: 2.162e-04
boundary estimate, 20 nm line: 6.892 uOhm cm
bulk total at 300 K: 12.299 uOhm cm
mean free path at 300 K: 11.21 nm; k_F*path: 105.3
current density: 2.0 MA/cm^2; field energy per path / kT: 1.07e-03
cell volume: 0.024 nm^3; states per eV, spin and cell: 0.2248
phonon width from electrons: 0.1298 meV; rough anharmonic width: 1.0 meV
```
